Dangling Bonds of Silicon Multivacancies: Chain, Six-Atom Ring and Ten-Atom Cage

**Problem**

A multivacancy is made by removing n neighbouring atoms from a perfect silicon crystal, in which every atom has four bonds. Three shapes are considered:

- an open chain of n atoms, in which only successive atoms are bonded to each other;
- a closed six-atom ring of the diamond lattice;
- a ten-atom cage, in which four atoms have three neighbours inside the cage and six atoms have two.

(a) How many dangling bonds does each shape leave? A dangling bond is one broken hybrid orbital on a surviving atom, counted before any atom moves.

(b) How many dangling bonds can pair up locally, and how many are left over?

(c) If every bond is worth an energy ε = 2.17 eV, what does each defect cost, and how far does relaxation change the answer?

**A tempting solution**

One missing atom leaves four dangling bonds. Now remove a neighbour of the hole. This atom carries one of the four dangling bonds, which disappears with it, and its three remaining bonds are cut. The count changes by 3 − 1 = +2 and becomes six. The next atom adds two more, and so on, which suggests

D = 4 + 2(n − 1) = 2n + 2.

For the ring this gives 14, and for the cage 22.

**Where it fails**

The step "+2" assumes that the atom being removed has lost just one bond so far. Suppose instead that it has already lost m bonds. Its m dangling bonds vanish with it, and its other 4 − m bonds are cut, each leaving a new dangling bond on a survivor. The change is

ΔD = (4 − m) − m = 4 − 2m.

For m = 1 this is +2, as assumed. Now take five atoms out of a hexagon. They form a bent chain with D = 12. The sixth atom of the hexagon has lost a neighbour on each side, so m = 2 and ΔD = 0. Removing it closes the ring and leaves D at 12, not 14.

The cage can be built from this ring. Three further atoms are each attached to one ring atom, so each has m = 1 and adds two. The last atom is bonded to all three of them, so m = 3 and ΔD = −2:

D = 12 + 2 + 2 + 2 − 2 = 16.

**Solution to (a): counting bond ends**

The order of removal does not matter, and a direct count shows why. Let b be the number of bonds between removed atoms. The n removed atoms own 4n bond ends. Each internal bond uses two of these ends and leaves nothing on a survivor. Each of the other 4n − 2b ends belongs to a bond that led to a survivor, and leaves one dangling bond there. Hence

D = 4n − 2b.

D is therefore even for any set of removed atoms. The formula requires fourfold coordination, but not that the set be connected. For n isolated vacancies b = 0 and D = 4n.

For a connected set, b follows from the topology. Connecting n atoms without any closed loop takes n − 1 bonds, since each atom after the first needs one bond to join. Every further bond closes one independent ring. With r independent rings,

b = n − 1 + r,

D = 4n − 2(n − 1 + r) = 2n + 2 − 2r.

The tempting formula is the case r = 0. Each independent ring lowers it by two.

Open chain: b = n − 1, so D = 2n + 2. For n = 6 this is 14.

Six-atom ring: b = 6, so D = 24 − 12 = 12.

Ten-atom cage: adding up the internal neighbours counts each internal bond twice, so

b = (4·3 + 6·2)/2 = 12,

D = 40 − 24 = 16.

The number of independent rings in the cage is r = b − n + 1 = 3, although four hexagons can be seen in it. Every bond of the cage lies in two hexagons, so three of the hexagons together fix the fourth. Inserting r = 4 would give 14, which is wrong.

Counting the lost neighbours of all survivors in a periodic crystal gives the same 14, 12 and 16. The rule D = 4n − 2b also held for 200 randomly grown connected clusters.

The number of dangling bonds is not always the number of atoms that carry them. The five atoms taken from a hexagon leave 12 dangling bonds on 11 survivors, because the sixth atom of the hexagon carries two. A straight zigzag chain of five leaves 12 on 12. For the zigzag chains, the ring and the cage treated below, each carrier has one dangling bond.

**Solution to (b): local pairing**

Two survivors that were bonded to the same removed atom are second neighbours, 0.384 nm apart. They can approach each other across the hole and form a new bond. Second neighbours that still share a surviving atom are excluded, because a bond between them would close a three-membered ring.

Take first the shapes in which each carrier has one dangling bond: the zigzag chains, the ring and the cage. Let k be the number of bonds from a given removed atom to survivors. The k survivors around it can form k/2 pairs if k is even. If k is odd, they form (k − 1)/2 pairs and one is left over.

- Zigzag chain, n ≥ 2: each end atom has k = 3 and gives one pair and one leftover. Each of the n − 2 inner atoms has k = 2 and gives one pair. There are n pairs and two leftovers, and 2n + 2 = D as required.
- Ring: all six atoms have k = 2. There are six pairs and no leftovers.
- Cage: the six atoms with two internal bonds have k = 2 and give six pairs. The four atoms with three internal bonds have k = 1 and give four leftovers.

The four leftover carriers of the cage are at least 0.768 nm apart, twice the second-neighbour distance, so they have no comparable partner among themselves. The larger defect thus keeps four unpaired sites where the ring can lose all of its own. 
A bent chain can differ from the zigzag one. When five atoms are taken from a hexagon, the sixth atom has two dangling bonds and can pair with both of the other survivors at one end of the chain. The two other survivors at the far end pair with each other, and the three inner atoms give one pair each. That makes six pairs, which use all 12 dangling bonds. This count ignores the directions of the hybrids, however. One of the sixth atom's two broken hybrids points to the removed atom at the far end, at least 90° away from the partner it would need here. If each hybrid may pair only across the removed site it points to, there are five pairs and two leftovers.

These are counts of possibilities; whether the pairs form is a question of energy.

**Solution to (c): energy from the bond count**

Let the removed atoms be returned to bulk silicon elsewhere. Their 4n bond ends count each internal bond twice, so the number of distinct bonds broken is 4n − b. In the bulk each atom accounts for four half-bonds, that is, two bonds, so returning n atoms restores 2n bonds. The unrelaxed formation energy is

E_f = (4n − b)ε − 2nε = (2n − b)ε = Dε/2.

The factor 1/2 appears because one bond has two ends. Numerically:

- single vacancy: 2 × 2.17 eV = 4.34 eV
- six-atom zigzag chain: 7 × 2.17 eV = 15.19 eV
- ring: 6 × 2.17 eV = 13.02 eV
- cage: 8 × 2.17 eV = 17.36 eV

At equal n = 6, closing the ring saves one bond energy, 2.17 eV. The energy gained by gathering n isolated vacancies into one defect is

E_bind = 2nε − (2n − b)ε = bε,

so in this model every internal bond of the removed set binds the vacancies by ε.

The bond count leaves out relaxation. Its effect can be estimated with the Stillinger-Weber potential, a classical potential for silicon. At the ideal positions its energies agree with Dε/2, and the forces vanish. These positions are in fact a local minimum of the potential, because its range ends just short of the second neighbours. A small displacement would only lead back to them, so the survivors must first be drawn together until they interact. At each end of the chain any two of the three survivors can be taken as the pair; the different choices lead to the same minimum. Starting with the chosen pairs drawn together, in a periodic cell of 512 sites, the minimization ends, with nearly vanishing forces, at these energies, which need not be the lowest possible:

- single vacancy: 2.67 eV, a change of −1.67 eV
- chain: 11.48 eV, a change of −3.71 eV
- ring: 11.21 eV, a change of −1.81 eV
- cage: 15.43 eV, a change of −1.93 eV

Only the ring and the cage end as separate pairs, with six new contacts each. The single vacancy collapses symmetrically, with all six distances between its four survivors at 0.292 nm, and at each end of the chain all three survivors close up, so the chain has ten new contacts rather than six. For these two defects the relaxed structure is therefore not the pairing counted in (b). All the new contacts end closer than 0.30 nm, at lengths between 0.264 and 0.292 nm. They remain longer than the bulk bond, √3/4 × 0.5431 nm = 0.235 nm.

Relaxation changes the comparison more than the individual energies suggest. The ring's advantage over the chain falls from 2.17 eV to 11.48 − 11.21 = 0.27 eV. These energies are not converged in cell size to the digits shown. Going from a 216-site to a 512-site cell lowers the ring energy by 0.24 eV; going on to 1728 sites lowers the ring by a further 0.13 eV, the chain by 0.21 eV and the single vacancy by 0.01 eV, and the cage drops by 0.11 eV at 1000 sites. The difference between chain and ring is 0.51, 0.27, 0.21 and 0.19 eV for 216, 512, 1000 and 1728 sites, so in this potential the ring stays lower, by roughly 0.2 eV. The binding of the ring relative to six relaxed single vacancies is

6 × 2.67 eV − 11.21 eV = 4.81 eV,

or 4.79 eV with unrounded energies and 4.84 eV in a 1728-site cell, against 13.02 eV from the bond count. The vacancies still bind in this potential, but the bond count overstates the binding by a factor of about 2.7.

**What the count says about electronic levels**

Give each atom four hybrids, with coupling V₂ along a bond and V₁ between hybrids of the same atom, both negative. For V₁ = 0 the levels lie at −|V₂| (bonding), 0 (dangling) and +|V₂| (antibonding), and there are D at zero. The coupling within one atom has eigenvalues −3|V₁| and +|V₁|. Adding it can shift each level, taken in order of energy, by no less than −3|V₁| and no more than +|V₁|. The bonding levels stay at or below −|V₂| + |V₁|, and the dangling levels stay at or above −3|V₁|. These two groups remain apart if

|V₂| > 4|V₁|.

The same condition separates the dangling from the antibonding levels, since |V₁| < |V₂| − 3|V₁|. The middle group then holds D levels. With N sites in the cell, the neutral crystal has 4(N − n) electrons. The bonding levels number [4(N − n) − D]/2 and take two electrons each, which leaves D electrons for the D levels.

With V₁ = −0.8 eV and V₂ = −3.6 eV the condition holds, and diagonalization gives 4, 14, 12 and 16 levels in the middle group for the single vacancy, chain, ring and cage. With V₁ = −1.8 eV and V₂ = −4.0 eV, a rough choice closer to silicon, it fails. In the 216-site cell just one level then lies inside the model's gap, whichever of the four unrelaxed defects is present. This one is not bound to the defect: it is the crystal's own conduction-edge level, spread over the whole cell, and its depth below the edge falls roughly as 1/N when the cell grows. The absence of bound levels is a property of this model, whose hybrid energy 0 lies above its conduction edge at −1.4 eV, and says nothing about silicon. A nearest-neighbour sp³s* model fitted to silicon, applied to the same unrelaxed defects, puts 4, 14, 12 and 16 levels inside its gap. D is thus a count of broken hybrids; how many of the D levels fall in the gap depends on the electronic model and on relaxation.

**Comparison with real silicon**

The value ε = 2.17 eV corresponds to a cohesive energy of 2ε = 4.34 eV per atom; the real value is roughly 4.6 eV. The formation energy of a real single vacancy is roughly 3.5 to 4 eV, between the unrelaxed 4.34 eV and the relaxed 2.67 eV found here. Real silicon also breaks the assumption of fixed atoms: within the potential used, relaxation lowers the four formation energies by 11 to 39 per cent of their unrelaxed values. That potential has no explicit electrons, so charge states, spin and Jahn-Teller distortions are missing from the relaxed energies as well. At 700 K, taken as a rough annealing temperature, kT is 0.06 eV. This is small beside a bond energy, but the 0.2 to 0.3 eV between the relaxed chain and ring is only about 3 to 4.5 kT, so entropy, which is not included, could matter there. None of these effects alters the counts 2n + 2, 12 and 16, which refer to the bonds cut in the perfect crystal. The full numerical output follows.

Calculated quantities

```
n = removed atoms, b = internal bonds, r = independent rings
D = dangling bonds, S = survivors carrying them
single  n= 1 b= 0 hexagons=0 r=0 D= 4 S= 4 pairs=2 left=0
chain2  n= 2 b= 1 hexagons=0 r=0 D= 6 S= 6 pairs=2 left=2
chain3  n= 3 b= 2 hexagons=0 r=0 D= 8 S= 8 pairs=3 left=2
chain4  n= 4 b= 3 hexagons=0 r=0 D=10 S=10 pairs=4 left=2
chain5  n= 5 b= 4 hexagons=0 r=0 D=12 S=12 pairs=5 left=2
chain6  n= 6 b= 5 hexagons=0 r=0 D=14 S=14 pairs=6 left=2
bent5   n= 5 b= 4 hexagons=0 r=0 D=12 S=11
ring6   n= 6 b= 6 hexagons=1 r=1 D=12 S=12 pairs=6 left=0
cage10  n=10 b=12 hexagons=4 r=3 D=16 S=16 pairs=6 left=4
random connected clusters obeying D = 4n-2b: 200
second-neighbour distance: 0.384 nm
closest leftover carriers in cage10: 0.768 nm
weak mixing:   V1=-0.8 eV, V2=-3.6 eV
strong mixing: V1=-1.8 eV, V2=-4.0 eV
strong-mixing crystal gap: -2.200 to -1.400 eV
single  dangling group (weak)=4, levels in gap (strong)=1
chain6  dangling group (weak)=14, levels in gap (strong)=1
ring6   dangling group (weak)=12, levels in gap (strong)=1
cage10  dangling group (weak)=16, levels in gap (strong)=1
lattice constant 0.5431 nm, bond energy 2.17 eV
formation energies, 512-site cell:
single  ideal 4.34 eV, binding 0.00 eV, paired minimum 2.67 eV
        change on pairing -1.67 eV; pairs 2, below 0.30 nm: 2
        pair lengths 0.292 to 0.292 nm
chain6  ideal 15.19 eV, binding 10.85 eV, paired minimum 11.48 eV
        change on pairing -3.71 eV; pairs 6, below 0.30 nm: 6
        pair lengths 0.264 to 0.286 nm
ring6   ideal 13.02 eV, binding 13.02 eV, paired minimum 11.21 eV
        change on pairing -1.81 eV; pairs 6, below 0.30 nm: 6
        pair lengths 0.270 to 0.270 nm
cage10  ideal 17.36 eV, binding 26.04 eV, paired minimum 15.43 eV
        change on pairing -1.93 eV; pairs 6, below 0.30 nm: 6
        pair lengths 0.268 to 0.268 nm
ring6 paired minimum, 216-site cell: 11.45 eV
ring6 cell-size change (large - small): -0.242 eV
ideal chain6 minus ring6: 2.17 eV
kT at 700 K: 0.0603 eV
```
